# Why finite antiferromagnets have no staggered moment, and how order appears: verification in Python

```python
# Result under test: for the spin-1/2 antiferromagnet H = J sum_<ij> S_i.S_j on
# a bipartite cluster the Neel state is not an eigenstate, the ground state is a
# singlet without any local moment, and staggered order forces low levels
#   E(S) - E(0) ~ S(S+1)/(2 chi N)   (Anderson's tower of states).
# Symbols: N sites, z neighbours per site, eps = +1/-1 on sublattice A/B,
# M = sum eps_i S_i, m2 = <M^2>/N^2, gap = E(1)-E(0), h = staggered field in the
# term -h M_z, n = N/2 = twice the maximal spin of one sublattice.
# All energies are in units of J, so J = 1 throughout.
import numpy as np
from math import comb, factorial
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh

rng = np.random.default_rng(1)


def square_cluster(a, b):
    """Periodic square-lattice cluster spanned by (a,b) and (-b,a)."""
    N = a * a + b * b

    def key(x, y):
        return ((a * x + b * y) % N, (a * y - b * x) % N)

    label, coords = {}, []
    for x in range(N):
        for y in range(N):
            if key(x, y) not in label:
                label[key(x, y)] = len(coords)
                coords.append((x, y))
    assert len(coords) == N
    bonds = []
    for i, (x, y) in enumerate(coords):
        bonds.append((i, label[key(x + 1, y)]))
        bonds.append((i, label[key(x, y + 1)]))
    eps = np.array([1 - 2 * ((x + y) % 2) for x, y in coords])
    return N, bonds, eps


def ring(N):
    bonds = [(i, (i + 1) % N) for i in range(N)]
    return N, bonds, np.array([1 - 2 * (i % 2) for i in range(N)])


def build(N, bonds, ups):
    """Basis states with a given number of up spins, and H in that basis."""
    every = np.arange(1 << N)
    count = sum((every >> i) & 1 for i in range(N))
    states = every[count == ups]
    index = np.full(1 << N, -1)
    index[states] = np.arange(len(states))
    diagonal = np.zeros(len(states))
    rows, cols = [], []
    for i, j in bonds:
        differ = ((states >> i) & 1) != ((states >> j) & 1)
        diagonal += np.where(differ, -0.25, 0.25)
        c = np.nonzero(differ)[0]
        rows.append(index[states[c] ^ ((1 << i) | (1 << j))])
        cols.append(c)
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    dim = len(states)
    H = csr_matrix((np.full(len(rows), 0.5), (rows, cols)), shape=(dim, dim))
    return states, (H + diags(diagonal)).tocsr()


def lowest(H, start):
    if H.shape[0] < 600:
        values, vectors = np.linalg.eigh(H.toarray())
        return values[0], vectors[:, 0]
    values, vectors = eigsh(H, k=1, which="SA", v0=start, tol=1e-12)
    return values[0], vectors[:, 0]


def raised_norm(N, states, psi):
    """Squared norm of S_total^+ psi; zero means total spin equals S^z."""
    out = np.zeros(1 << N)
    for i in range(N):
        down = ((states >> i) & 1) == 0
        out[states[down] | (1 << i)] += psi[down]
    return out @ out


def study(cluster):
    N, bonds, eps = cluster
    assert len({frozenset(b) for b in bonds}) == len(bonds)
    assert all(eps[i] == -eps[j] for i, j in bonds) and eps.sum() == 0
    energies, r = [], {"N": N}
    for S in range(4):
        states, H = build(N, bonds, N // 2 + S)
        ups_A = sum((states >> i) & 1 for i in range(N) if eps[i] == 1)
        sign = 1.0 - 2.0 * (ups_A % 2)
        start = sign * (0.5 + rng.random(len(states)))
        E, psi = lowest(H, start)
        energies.append(E)
        signed = psi * sign
        signed = signed * np.sign(signed.sum())
        assert signed.min() > -1e-10          # rounding noise only
        assert raised_norm(N, states, psi) < 1e-8
        if S == 0:
            Mz = sum(eps[i] * (((states >> i) & 1) - 0.5) for i in range(N))
            local = [psi**2 @ (((states >> i) & 1) - 0.5) for i in range(N)]
            r["local"] = np.max(np.abs(local))
            assert r["local"] < 1e-8
            r["m2"] = 3 * (psi**2 @ Mz**2) / N**2
            trial = Mz * psi
            r["trial"] = trial @ (H @ trial) / (trial @ trial) - E
            h = 1e-3
            _, phi = lowest((H - h * diags(Mz)).tocsr(), start)
            r["chi"] = (phi**2 @ Mz) / N / h
            r.update(states=states, H=H, psi=psi, ups_A=ups_A, Mz=Mz)
    r["E"] = np.array(energies)
    r["gap"] = energies[1] - energies[0]
    r["bound"] = 4 * abs(energies[0]) / (N**2 * r["m2"])
    assert np.all(np.diff(energies) > 0)
    assert abs(r["trial"] - r["bound"]) < 1e-7
    assert r["gap"] <= r["bound"] + 1e-9
    chi_low = N**2 * r["m2"]**2 / (6 * abs(energies[0]) / N)
    chi_high = 2 * N * r["m2"] / (3 * r["gap"])
    # relative 1e-3 allows for the finite test field
    assert chi_low * 0.999 <= r["chi"] <= chi_high * 1.001
    z = 2 * len(bonds) // N
    spins = np.arange(4)
    upper = z * spins * (spins + 1) / N - z * (N + 4) / 8
    assert np.all(r["E"] <= upper + 1e-9)
    r["upper"] = upper
    r["slope"] = N * (r["E"][1:] - r["E"][0]) / (spins[1:] * (spins[1:] + 1))
    return r


squares = [study(square_cluster(*v)) for v in [(2, 2), (3, 1), (4, 0), (3, 3)]]
rings = [study(ring(N)) for N in (8, 10, 16, 18)]
assert np.allclose(squares[0]["E"], squares[0]["upper"], atol=1e-10)
assert np.all(np.diff([r["gap"] for r in squares]) < 0)
assert np.all(np.diff([r["chi"] for r in squares]) > 0)
flat = squares[-1]["slope"]
assert flat.max() / flat.min() < 1.10
assert rings[-1]["slope"][2] / rings[-1]["slope"][0] > 1.10
keep_square = squares[-1]["m2"] / squares[0]["m2"]
keep_ring = rings[-1]["m2"] / rings[0]["m2"]
assert keep_ring < keep_square

# Neel product state on the 4x4 cluster
four = squares[2]
neel = int(np.argmax(four["Mz"]))
unit = np.zeros(len(four["states"]))
unit[neel] = 1.0
H_neel = four["H"] @ unit
neel_energy = H_neel[neel]
neel_variance = H_neel @ H_neel - neel_energy**2
number_bonds = 2 * four["N"]
assert abs(neel_energy + number_bonds / 4) < 1e-12
assert abs(neel_variance - number_bonds / 4) < 1e-12
assert np.count_nonzero(H_neel) == number_bonds + 1


def collective(n, h_scaled=0.0, count=None):
    """S_A.S_B - h_scaled*M_z for sublattice spins n/2, total S^z = 0."""
    s = n / 2
    m = s - np.arange(n + 1)
    off = 0.5 * (s * (s + 1) - m[:-1] * (m[:-1] - 1))
    diagonal = -m**2 - h_scaled * 2 * m
    if count is None:
        values, vectors = eigh_tridiagonal(diagonal, off)
    else:
        values, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                           select_range=(0, count - 1))
    return values, vectors, 2 * m


# Tower of the projected model, Neel weights and matrix elements of M_z
n = four["N"] // 2
values, vectors, Mz_values = collective(n)
S = np.arange(n + 1)
assert np.allclose(values, S * (S + 1) / 2 - (n / 2) * (n / 2 + 1))
weights = np.array([(2 * k + 1) * factorial(n)**2
                    / (factorial(n - k) * factorial(n + k + 1)) for k in S])
assert np.allclose(vectors[0]**2, weights)
mean_casimir = vectors[0]**2 @ (S * (S + 1))
assert abs(mean_casimir - four["N"] / 2) < 1e-10
Mz_tower = vectors.T @ (Mz_values[:, None] * vectors)
element = (S[:-1] + 1) * np.sqrt(((n + 1)**2 - (S[:-1] + 1)**2)
                                 / ((2 * S[:-1] + 1) * (2 * S[:-1] + 3)))
assert np.allclose(np.abs(np.diag(Mz_tower, 1)), element)

# Expectation of the full 4x4 Hamiltonian in the collective tower states
binomials = np.array([comb(n, int(a)) for a in four["ups_A"]], float)
for k in range(4):
    state = vectors[n - four["ups_A"], k] / binomials
    assert abs(state @ state - 1) < 1e-10
    assert abs(state @ (four["H"] @ state) - four["upper"][k]) < 1e-9
    if k == 0:
        singlet_overlap = (state @ four["psi"])**2

# Moment available from the few lowest tower levels of a large system
N_big = 2000
_, low, Mz_big = collective(N_big // 2, count=5)
Mz_low = low.T @ (Mz_big[:, None] * low)
packet = {}
for K in (1, 2, 4):
    packet[K] = np.linalg.eigvalsh(Mz_low[:K + 1, :K + 1])[-1] / N_big
    root = np.polynomial.legendre.leggauss(K + 1)[0].max()
    assert abs(packet[K] - root / 2) < 1e-3   # corrections of relative size 2/N


def field_moment(N, h, z=4):
    """Staggered moment per site of the projected model in the field h."""
    _, v, Mz = collective(N // 2, h_scaled=h * N / (2 * z), count=1)
    return (v[:, 0]**2 @ Mz) / N


x_small, x_large = 0.01, 1000.0
weak = field_moment(N_big, 8 * x_small / N_big**2)
strong = field_moment(N_big, 8 * x_large / N_big**2)
assert abs(weak / (x_small / 6 * (1 + 4 / N_big)) - 1) < 1e-4
assert abs(strong - 0.5 * (1 - 1 / np.sqrt(2 * x_large))) < 2e-3
h_fixed = 1e-4
sizes = (100, 1000, 10000)
moments = [field_moment(N, h_fixed) for N in sizes]
assert moments[0] < 0.05 and moments[-1] > 0.45


# Magnons from the numerically linearized precession equations
def magnon(z, gamma):
    return z / 2 * np.sqrt(np.maximum(0, 1 - gamma**2))


def precession_squares(cluster):
    N, bonds, eps = cluster
    A = np.zeros((N, N))
    for i, j in bonds:
        A[i, j] = A[j, i] = 1
    rest = np.zeros((N, 3))
    rest[:, 2] = eps / 2
    K = np.zeros((2 * N, 2 * N))
    for i in range(N):
        for c in range(2):
            kick = np.zeros((N, 3))
            kick[i, c] = 0.01
            plus, minus = rest + kick, rest - kick
            change = np.cross(A @ plus, plus) - np.cross(A @ minus, minus)
            K[:, 2 * i + c] = change[:, :2].ravel() / 0.02
    square = -K @ K
    assert np.allclose(square, square.T, atol=1e-9)
    return np.linalg.eigvalsh(square)


k6 = np.cos(2 * np.pi * np.arange(6) / 6)
gamma_square = ((k6[:, None] + k6[None, :]) / 2).ravel()
gamma_ring = np.cos(2 * np.pi * np.arange(12) / 12)
for cluster, z, gamma in ((square_cluster(6, 0), 4, gamma_square),
                          (ring(12), 2, gamma_ring)):
    expected = np.sort(np.repeat(magnon(z, gamma)**2, 2))
    assert np.allclose(precession_squares(cluster), expected, atol=1e-8)
scales = []
for N in (100, 10000):
    L = round(np.sqrt(N))
    wave = magnon(4, (1 + np.cos(2 * np.pi / L)) / 2)
    scales.append(("square", N, 8 / N, wave))
for N in (100, 10000):
    scales.append(("ring", N, 4 / N, magnon(2, np.cos(2 * np.pi / N))))
ratio = [tower / wave for _, _, tower, wave in scales]
assert ratio[1] < 0.2 * ratio[0] and abs(ratio[3] / ratio[2] - 1) < 0.01

print("Energies in J; moments per site in units of hbar")
print("4x4 cluster, Neel state:")
print(f"  mean energy {neel_energy:.4f} J, variance {neel_variance:.4f} J^2")
print(f"  exact ground energy {four['E'][0]:.6f} J")
print(f"  weight of Neel state in ground state {four['psi'][neel]**2:.5f}")
print(f"  largest |<S_i^z>| in ground state {four['local']:.6f}")
print(f"  weight of collective singlet in it {singlet_overlap:.5f}")
print("Exact clusters: N, E0/N, gap, N*gap, gap bound (J), m2, chi_st (1/J)")
for name, group in (("square", squares), ("ring", rings)):
    for r in group:
        print(f"  {name:6s} {r['N']:2d} {r['E'][0] / r['N']:.5f} {r['gap']:.5f}"
              f" {r['N'] * r['gap']:.4f} {r['bound']:.5f}"
              f" {r['m2']:.5f} {r['chi']:.4f}")
print("m2(18 sites)/m2(8 sites):")
print(f"  square {keep_square:.4f}, ring {keep_ring:.4f}")
print("N[E(S)-E(0)]/[S(S+1)] in J for S = 1, 2, 3 at N = 18:")
for name, r in (("square", squares[-1]), ("ring", rings[-1])):
    print(f"  {name:6s} " + " ".join(f"{v:.4f}" for v in r["slope"]))
print("4x4 levels E(S) in J: S, exact, collective upper bound")
for k in range(4):
    print(f"  {k} {four['E'][k]:.5f} {four['upper'][k]:.5f}")
print("Tower weights of the Neel state, N = 16, S = 0..4:")
print("  " + " ".join(f"{w:.4f}" for w in weights[:5]))
print(f"  mean S(S+1) = {mean_casimir:.4f}")
print(f"Largest moment from levels S <= K, N = {N_big}; top level (J):")
for K, value in packet.items():
    print(f"  K = {K}: {value:.4f}; {4 * K * (K + 1) / N_big:.4f}")
print(f"Projected square model, staggered field h = {h_fixed:.0e} J:")
for N, value in zip(sizes, moments):
    print(f"  N = {N}: x = {h_fixed * N**2 / 8:.3f}, moment {value:.4f}")
print("Scales in J: N, tower gap, lowest magnon, ratio")
for (name, N, tower, wave), q in zip(scales, ratio):
    print(f"  {name:6s} {N:5d} {tower:.6f} {wave:.6f} {q:.4f}")
print("all tests passed")
```

Running it gives:

```
Energies in J; moments per site in units of hbar
4x4 cluster, Neel state:
  mean energy -8.0000 J, variance 8.0000 J^2
  exact ground energy -11.228483 J
  weight of Neel state in ground state 0.08259
  largest |<S_i^z>| in ground state 0.000000
  weight of collective singlet in it 0.74335
Exact clusters: N, E0/N, gap, N*gap, gap bound (J), m2, chi_st (1/J)
  square  8 -0.75000 1.00000 8.0000 1.00000 0.37500 2.0000
  square 10 -0.73001 0.83597 8.3597 0.86381 0.33804 2.6819
  square 16 -0.70178 0.57860 9.2576 0.63446 0.27653 5.0386
  square 18 -0.69399 0.50841 9.1513 0.57415 0.26860 6.2499
  ring    8 -0.45639 0.52267 4.1814 0.70720 0.32267 3.0443
  ring   10 -0.45154 0.42324 4.2324 0.64938 0.27814 3.9239
  ring   16 -0.44639 0.27019 4.3230 0.55466 0.20120 6.6309
  ring   18 -0.44571 0.24125 4.3425 0.53504 0.18512 7.5509
m2(18 sites)/m2(8 sites):
  square 0.7163, ring 0.5737
N[E(S)-E(0)]/[S(S+1)] in J for S = 1, 2, 3 at N = 18:
  square 4.5757 4.5608 4.5481
  ring   2.1712 2.7492 2.9421
4x4 levels E(S) in J: S, exact, collective upper bound
  0 -11.22848 -10.00000
  1 -10.64988 -9.50000
  2 -9.51769 -8.50000
  3 -7.83654 -7.00000
Tower weights of the Neel state, N = 16, S = 0..4:
  0.1111 0.2667 0.2828 0.1980 0.0979
  mean S(S+1) = 8.0000
Largest moment from levels S <= K, N = 2000; top level (J):
  K = 1: 0.2890; 0.0040
  K = 2: 0.3877; 0.0120
  K = 4: 0.4535; 0.0400
Projected square model, staggered field h = 1e-04 J:
  N = 100: x = 0.125, moment 0.0216
  N = 1000: x = 12.500, moment 0.4005
  N = 10000: x = 1250.000, moment 0.4901
Scales in J: N, tower gap, lowest magnon, ratio
  square   100 0.080000 0.852911 0.0938
  square 10000 0.000800 0.088821 0.0090
  ring     100 0.040000 0.062791 0.6370
  ring   10000 0.000400 0.000628 0.6366
all tests passed
```
